# Biquadratic coupling of ultrathin magnetic films from a fluctuating interlayer exchange, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The coupling energy

### Two films at right angles

Two ferromagnetic films of thickness \(t\) face each other across a thin non-magnetic spacer. Their magnetizations lie in the film plane and are, on average, at right angles to each other. The interlayer coupling has zero mean but varies along the plane: per unit area its energy is \(-dJ\cos(qx)\,\mathbf m_1\cdot\mathbf m_2\), where \(\mathbf m_1\) and \(\mathbf m_2\) are unit vectors along the two magnetizations.

If both films stay uniform, \(\mathbf m_1\cdot\mathbf m_2=0\) everywhere and the coupling energy vanishes. Now let the films rock in opposite senses by a small angle \(u(x)=a\cos(qx)\), so that the angle between them is \(90^\circ+2u\). The coupling energy density becomes

\[
-dJ\cos(qx)\cos(90^\circ+2u)=dJ\cos(qx)\sin(2u)\approx 2\,dJ\,a\cos^2(qx),
\]

with the spatial average \(dJ\,a\). It is negative when \(a<0\): the angle closes where the coupling favours parallel moments and opens where it favours antiparallel ones.

The price is exchange energy inside the films. With the exchange density \(A|\nabla\mathbf m|^2\), each film pays \(A t\,u'^2\) per unit area, where the prime is \(d/dx\). Since \(u'^2=q^2a^2\sin^2(qx)\) averages to \(q^2a^2/2\), the two films together pay \(A t q^2a^2\). The change of energy is therefore

\[
A t q^2a^2+dJ\,a .
\]

Its derivative \(2Atq^2a+dJ\) vanishes at \(a=-dJ/(2Atq^2)\), and the energy there is

\[
\frac{dJ^2}{4Atq^2}-\frac{dJ^2}{2Atq^2}=-\frac{dJ^2}{4Atq^2}.
\]

For parallel films the same rocking gives \(-dJ\cos(qx)\cos(2u)\approx-dJ\cos(qx)\,(1-2u^2)\). Its average is zero, because \(\cos(qx)\) and \(\cos^3(qx)\) both average to zero. Nothing pays for the exchange cost, so with the mean angle held at zero a weak fluctuation leaves the films uniform. The right-angled state is thus lower in energy, although no term of the original coupling asks for a right angle.

### Model and conventions

For a general angle the assumptions are these.

1. Each film has thickness \(t\) and exchange stiffness \(A\), with energy density \(A|\nabla\mathbf m|^2\).
2. The coupling energy per unit area is \(-J(x)\,\mathbf m_1\cdot\mathbf m_2\), with \(J(x)=J_0+dJ\cos(qx)\). Positive \(J\) favours parallel moments.
3. The moments lie in the film plane, and "perpendicular" means perpendicular to each other within that plane, not normal to the films.
4. The magnetization is uniform through the thickness of each film. This requires \(qt\ll1\); the general case is treated at the end of this part.
5. Anisotropy, dipolar fields and thermal motion are left out here and are sized in Part 2.

Let \(\phi_1(x)\) and \(\phi_2(x)\) be the in-plane angles of the moments. For \(\mathbf m=(\cos\phi,\sin\phi,0)\) the derivative is \(\mathbf m'=\phi'(-\sin\phi,\cos\phi,0)\), so \(|\mathbf m'|^2=\phi'^2\). With angle brackets for the average over \(x\), the energy per unit area is

\[
E=\big\langle At(\phi_1'^2+\phi_2'^2)-J(x)\cos(\phi_1-\phi_2)\big\rangle .
\]

Adding the same constant to both angles changes nothing, so the mean directions can be placed symmetrically:

\[
\phi_1=\frac{\theta}{2}+u_1,\qquad \phi_2=-\frac{\theta}{2}+u_2,\qquad \langle u_1\rangle=\langle u_2\rangle=0 .
\]

This defines \(\theta\) as the spatial mean of the angle between the moments. The procedure is to hold \(\theta\) fixed, minimize over \(u_1\) and \(u_2\), and read the result as an effective energy \(E(\theta)\). Minimizing that over \(\theta\) afterwards gives the same minimum as minimizing over everything at once.

The coupling contains only the difference of the angles. It is useful to define

\[
w=u_1-u_2,\qquad v=u_1+u_2 ,
\]

so that \(u_1=(v+w)/2\) and \(u_2=(v-w)/2\). The cross terms cancel in the sum of squares:

\[
u_1'^2+u_2'^2=\frac{(v'+w')^2+(v'-w')^2}{4}=\frac{v'^2+w'^2}{2}.
\]

The common part \(v\) now appears only in the non-negative term \(\tfrac12At\,v'^2\). The minimum has \(v'=0\), and since \(v\) has zero mean, \(v=0\). The two films rock by equal and opposite amounts, \(u_1=-u_2=w/2\), and what remains is

\[
E=\big\langle \tfrac12At\,w'^2-J(x)\cos(\theta+w)\big\rangle .
\]

### Expansion for small rocking angles

To second order in \(w\),

\[
\cos(\theta+w)=\cos\theta-w\sin\theta-\tfrac12w^2\cos\theta+\dots
\]

Multiplying by \(-J(x)\) and averaging gives six terms:

\[
\begin{aligned}
-\langle J\cos(\theta+w)\rangle={}&-J_0\cos\theta-dJ\cos\theta\,\langle\cos qx\rangle\\
&+J_0\sin\theta\,\langle w\rangle+dJ\sin\theta\,\langle w\cos qx\rangle\\
&+\tfrac12J_0\cos\theta\,\langle w^2\rangle+\tfrac12dJ\cos\theta\,\langle w^2\cos qx\rangle+\dots
\end{aligned}
\]

The second term vanishes because the cosine has zero mean, and the third because \(w\) has. The fourth is the driving torque. It is proportional to \(\sin\theta\), so it is zero for collinear films and largest at a right angle.

The sizes of the last two terms are set by the ratios

\[
\varepsilon=\frac{dJ}{Atq^2},\qquad j_0=\frac{J_0}{Atq^2}.
\]

The exchange term is of order \(Atq^2w^2\), and balancing it against the torque makes \(w\) of order \(\varepsilon\). The fifth term is then smaller than the exchange term by the factor \(j_0\), and the sixth by the factor \(\varepsilon\). For \(\varepsilon\ll1\) and \(|j_0|\ll1\) both are dropped, leaving

\[
E=-J_0\cos\theta+F[w],\qquad F[w]=\big\langle\tfrac12At\,w'^2+dJ\sin\theta\cos(qx)\,w\big\rangle .
\]

### Minimization

Write \(w=w_0+\eta\), where \(w_0\) is the candidate minimum and \(\eta\) is any periodic deviation with zero mean. Then

\[
F[w_0+\eta]=F[w_0]+\big\langle At\,w_0'\eta'+dJ\sin\theta\cos(qx)\,\eta\big\rangle+\tfrac12At\langle\eta'^2\rangle .
\]

Integration by parts over a period turns \(\langle w_0'\eta'\rangle\) into \(-\langle w_0''\eta\rangle\), with no boundary term. The middle bracket vanishes for every \(\eta\) if

\[
At\,w_0''=dJ\sin\theta\cos(qx).
\]

Integrating twice, and discarding the linear and constant terms, which would violate periodicity and zero mean, gives

\[
w_0=-\frac{dJ\sin\theta}{Atq^2}\cos(qx).
\]

The remaining term \(\tfrac12At\langle\eta'^2\rangle\) is never negative, so \(w_0\) is the global minimum of \(F\). Each film rocks by half of \(w_0\):

\[
u_1=-u_2=a\cos(qx),\qquad a=-\frac{dJ\sin\theta}{2Atq^2}.
\]

The two parts of the energy follow from \(\langle\sin^2qx\rangle=\langle\cos^2qx\rangle=\tfrac12\):

\[
\tfrac12At\langle w_0'^2\rangle=\tfrac12At\,q^2\,\frac{dJ^2\sin^2\theta}{(Atq^2)^2}\cdot\tfrac12=\frac{dJ^2\sin^2\theta}{4Atq^2},
\]

\[
dJ\sin\theta\,\langle w_0\cos qx\rangle=-\frac{dJ^2\sin^2\theta}{2Atq^2}.
\]

The exchange cost consumes half of the coupling gain. The sum is the Slonczewski energy:

\[
F_{\min}=-B\sin^2\theta,\qquad B=\frac{dJ^2}{4Atq^2}.
\]

A numerical minimization of the full cosine energy, with \(\varepsilon=0.05\), \(J_0=0\) and the two films free to differ, agreed with this energy to within 0.2 percent at \(\theta=20^\circ\), \(50^\circ\), \(90^\circ\) and \(130^\circ\).

Since \(\sin^2\theta=1-(\mathbf m_1\cdot\mathbf m_2)^2\) for the mean directions, the result is also \(-B+B(\mathbf m_1\cdot\mathbf m_2)^2\), a biquadratic coupling with a positive coefficient. The sign of \(dJ\) drops out, because reversing it shifts the pattern by half a period.

Three changes of convention alter the prefactor. If the exchange density is written \(\tfrac12A'|\nabla\mathbf m|^2\), then \(A=A'/2\) and \(B=dJ^2/(2A'tq^2)\). If the coupling is written \(-2J'\,\mathbf m_1\cdot\mathbf m_2\), then \(dJ=2\,dJ'\) and \(B=dJ'^2/(Atq^2)\). If the fluctuation is given by its root-mean-square value \(\sigma\), then \(dJ^2=2\sigma^2\) and \(B=\sigma^2/(2Atq^2)\).

### Terraces and unequal films

Interface steps give a coupling closer to a square wave than to a cosine. Let it equal \(J_0+\Delta J\) and \(J_0-\Delta J\) on alternate terraces of width \(L/2\), where \(L\) is the period. The equation for \(w_0\) becomes \(At\,w_0''=\pm\Delta J\sin\theta\), so \(w_0'\) is a triangular wave running linearly between \(-g\) and \(+g\). Its change across one terrace is

\[
2g=\frac{\Delta J\sin\theta}{At}\cdot\frac L2,\qquad g=\frac{\Delta J\,L\sin\theta}{4At},\qquad \langle w_0'^2\rangle=\frac{g^2}{3}.
\]

At the minimum of a quadratic plus a linear term, the linear term is minus twice the quadratic one, so \(F_{\min}=-\tfrac12At\langle w_0'^2\rangle\) and

\[
B_{\rm terrace}=\frac{At}{6}\cdot\frac{\Delta J^2L^2}{16A^2t^2}=\frac{\Delta J^2L^2}{96At}.
\]

With \(q=2\pi/L\) the cosine result is \(dJ^2L^2/(16\pi^2At)\). For \(\Delta J=dJ\) the square wave is therefore stronger by the factor \(\pi^2/6\).

For films of thickness \(t_1\) and \(t_2\), each amplitude is minimized separately. With \(u_i=\pm a_i\cos(qx)\), film \(i\) contributes \(\tfrac12At_iq^2a_i^2+\tfrac12dJ\sin\theta\,a_i\), whose minimum is \(-dJ^2\sin^2\theta/(8At_iq^2)\). Hence

\[
B=\frac{dJ^2}{8Aq^2}\left(\frac1{t_1}+\frac1{t_2}\right).
\]

If one film is much thicker, yet still thin compared with \(1/q\), the thinner one does most of the rocking.

### Effect of the mean coupling

Restoring \(\tfrac12J_0\cos\theta\,\langle w^2\rangle\) adds a restoring or destabilizing torque. For \(w=2a\cos(qx)\), \(\langle w^2\rangle=2a^2\), and the energy to be minimized is

\[
(Atq^2+J_0\cos\theta)\,a^2+dJ\sin\theta\,a .
\]

The minimum is

\[
F_{\min}=-\frac{dJ^2\sin^2\theta}{4(Atq^2+J_0\cos\theta)},
\]

provided the denominator is positive. A mean coupling that is satisfied at the angle \(\theta\) stiffens the pair; one that is frustrated softens it. For \(\varepsilon=0.05\), \(j_0=0.3\) and \(\theta=50^\circ\), the full numerical minimization agreed with this expression to within 0.2 percent.

### Films of finite thickness

The coupling acts on the inner face of each film, and the outer face is free. Let \(z\) run from 0 at the coupled face to \(t\) at the free one. The exchange energy is now \(A\int_0^t\langle u_x^2+u_z^2\rangle\,dz\), where subscripts denote derivatives. Its minimum for a given motion of the inner face obeys \(u_{xx}+u_{zz}=0\) with \(u_z=0\) at \(z=t\), so

\[
u=a\cos(qx)\,\frac{\cosh q(t-z)}{\cosh qt}.
\]

The averages over \(x\) give a factor \(\tfrac12\), and \(\cosh^2y+\sinh^2y=\cosh2y\). The energy of one film is therefore

\[
\frac{Aq^2a^2}{2\cosh^2qt}\int_0^t\cosh2q(t-z)\,dz=\frac{Aq^2a^2}{2\cosh^2qt}\cdot\frac{\sinh2qt}{2q}=\tfrac12Aqa^2\tanh qt ,
\]

where the last step uses \(\sinh2y=2\sinh y\cosh y\). Two films pay \(Aq\tanh(qt)\,a^2\) in place of \(Atq^2a^2\), and

\[
B=\frac{dJ^2}{4Aq}\coth qt .
\]

For small \(qt\), \(\coth qt\approx1/(qt)+qt/3\), which returns the thin-film result multiplied by \(1+(qt)^2/3\). For \(qt\gg1\) the rocking is confined to a depth of about \(1/q\), and \(B\) tends to \(dJ^2/(4Aq)\), independent of thickness. At a fixed thickness and period the thin-film formula therefore underestimates \(B\) within this exchange-only model.

## Part 2. Equilibrium angle, corrections and a worked example

### Symbols and results carried over

Each film has thickness \(t\), exchange density \(A|\nabla\mathbf m|^2\) and in-plane moments. The coupling energy per unit area is \(-[J_0+dJ\cos(qx)]\,\mathbf m_1\cdot\mathbf m_2\), and \(\theta\) is the mean angle between the moments. For \(qt\ll1\), \(\varepsilon=dJ/(Atq^2)\ll1\) and \(|J_0|\ll Atq^2\), the films rock by \(\pm a\cos(qx)\) with \(a=-dJ\sin\theta/(2Atq^2)\), and the relaxed energy is

\[
E(\theta)=-J_0\cos\theta-B\sin^2\theta,\qquad B=\frac{dJ^2}{4Atq^2}.
\]

### When the films become perpendicular

Put \(c=\cos\theta\), so that \(\sin^2\theta=1-c^2\), and complete the square:

\[
E=-J_0c-B+Bc^2=B\left(c-\frac{J_0}{2B}\right)^2-B-\frac{J_0^2}{4B}.
\]

The minimum is the allowed value of \(c\), between \(-1\) and \(1\), that lies closest to \(J_0/(2B)\). Three cases follow.

- For \(J_0=0\) the films are perpendicular.
- For \(0<|J_0|<2B\) they are canted, with \(\cos\theta=J_0/(2B)\).
- For \(|J_0|\ge2B\) they are collinear: parallel if \(J_0>0\), antiparallel if \(J_0<0\).

The fluctuation therefore favours perpendicular films, but it produces them only where the mean coupling vanishes. Because \(B\) is of second order in \(dJ\), a mean coupling much smaller than \(dJ\) is enough to suppress the canting. Full numerical minimization with \(\varepsilon=0.05\) gave \(60^\circ\), to within \(0.15^\circ\), for \(J_0=B\). On a scan in steps of \(5^\circ\) it gave \(90^\circ\) for \(J_0=0\), parallel films for \(J_0=2.4B\) and antiparallel films for \(J_0=-2.4B\).

A coupling that fluctuates along the plane adds the energy \(-B\sin^2\theta\), which makes the films perpendicular for \(J_0=0\), canted for \(0<|J_0|<2B\) and collinear for \(|J_0|\ge2B\). What remains is to put numbers to this in a worked example and to size the effects of large fluctuations, dipolar fields, anisotropy and temperature.
